**Equilibrium width of a two-state grain, with estimates of neglected effects**

For a grain of $N$ formula units with transition entropy $\Delta s$ per unit and equal-free-energy temperature $T_0$, the 10-to-90 percent width is $W=2xT_0/(1-x^2)$, where $x=k_B\ln 9/(N\Delta s)$. The program finds the two temperatures numerically from the populations and asserts that their difference agrees with this formula. It also asserts agreement with a microscopic model in which the entropy comes from one softened oscillator per unit, summed level by level. Further assertions cover the midpoint slope, the smallest grain that can reach 90 percent, the effect of variants and heat capacity, the field shift, and the broadening by grain scatter. A layered grain with one flat wall is used to assert that a costly wall restores the two-state width and that a free wall more than doubles it. The output gives $W=8.789$ K for $N=1000$, $\Delta s=0.5\,k_B$ and $T_0=1000$ K. It also shows a film width of 60.2 K for an enthalpy scatter of 1 meV per unit, and a 95.6 K shift in a field of 1 MV/cm. The hafnia parameters are rough, and the wall energies and attempt rate are trial values.

## Numerical verification

```python
# Result under test: a grain of N formula units that is wholly in phase L (low
# temperature) or wholly in phase H (high temperature) has the equilibrium
# 10-to-90 percent width
#     W = 2 T0 x / (1 - x^2),   x = ln(9) / (N s),
# where s is the transition entropy per unit in Boltzmann constants and T0 is
# the temperature of equal free energy. For N=1000, s=0.5, T0=1000 K: about 9 K.
# Effects left out of the two-state model are then sized for a hafnia grain.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, logsumexp

mp.mp.dps = 60
N, s, T0 = 1000, 0.5, 1000.0
k_meV = const.k / const.e * 1e3
ln9 = np.log(9.0)


def width_formula(n_units, entropy=s):
    x = ln9 / (n_units * entropy)
    return 2 * T0 * x / (1 - x**2)


def crossings(fraction, low=800.0, high=1250.0):
    t10 = brentq(lambda T: fraction(T) - 0.1, low, high, xtol=1e-10)
    t90 = brentq(lambda T: fraction(T) - 0.9, low, high, xtol=1e-10)
    return t10, t90


def two_state(T, n_units=N, log_degeneracy=0.0):
    return expit(n_units * s * (1 - T0 / T) - log_degeneracy)


# Main result from the populations themselves
t10, t90 = crossings(two_state)
width = t90 - t10
assert abs(width - width_formula(N)) < 1e-6
assert 8.5 < width < 9.5
step = 0.01
slope = (two_state(T0 + step) - two_state(T0 - step)) / (2 * step)
assert abs(slope - N * s / (4 * T0)) < 1e-5
assert 0.8 / slope < width

# Microscopic origin of the entropy: one quantum oscillator per unit softens
levels = np.arange(4000) + 0.5


def log_z(T, quantum_meV):
    return logsumexp(-levels * quantum_meV / (k_meV * T))


def oscillator_entropy(T, quantum_meV):
    h = 0.5
    return ((T + h) * log_z(T + h, quantum_meV)
            - (T - h) * log_z(T - h, quantum_meV)) / (2 * h)


mode_L = 30.0
mode_H = brentq(lambda q: oscillator_entropy(T0, q)
                - oscillator_entropy(T0, mode_L) - s, 10.0, 29.0)
offset = k_meV * T0 * (log_z(T0, mode_H) - log_z(T0, mode_L))


def oscillator_fraction(T):
    return expit(N * (log_z(T, mode_H) - log_z(T, mode_L)
                      - offset / (k_meV * T)))


m10, m90 = crossings(oscillator_fraction)
width_micro = m90 - m10
assert abs(width_micro / width_formula(N) - 1) < 1e-3

# Units that transform independently cannot reach 90 percent
single_limit = two_state(1e12, 1)
min_units = int(np.ceil(ln9 / s))
assert single_limit < 0.9
assert two_state(1e12, min_units - 1) < 0.9 < two_state(1e12, min_units)

# Variants: order of cubic point group / order of phase point group, times
# the multiplication of the primitive fluorite cell
variants_polar = 48 // 4 * 4
variants_tetragonal = 48 // 16 * 2
ratio = variants_polar / variants_tetragonal
d10, d90 = crossings(lambda T: two_state(T, N, np.log(ratio)))
mid_shift = brentq(lambda T: two_state(T, N, np.log(ratio)) - 0.5,
                   900, 1100) - T0
assert abs(mid_shift - T0 * np.log(ratio) / (N * s)) < 0.01 * mid_shift
assert abs((d90 - d10) / width - 1) < 0.02

# Heat-capacity difference between the phases, in Boltzmann constants
delta_cp = 0.5


def fraction_cp(T):
    enthalpy = s * T0 + delta_cp * (T - T0)
    entropy = s + delta_cp * np.log(T / T0)
    return expit(N * (entropy - enthalpy / T))


c10, c90 = crossings(fraction_cp)
assert abs((c90 - c10) / width - 1) < 0.01

# Grain geometry and electrical effects (rough hafnia values)
unit_volume = 0.033       # nm^3
polarization = 20.0       # uC/cm^2
permittivity = 30.0       # background, relative
field = 1.0               # MV/cm
diameter = (6 * N * unit_volume / np.pi) ** (1 / 3)
volume_SI = unit_volume * 1e-27
P_SI = polarization * 1e-2


def field_energy_meV(field_MV_cm):
    return volume_SI * P_SI * field_MV_cm * 1e8 / const.e * 1e3


def gibbs_gap_joule(T, field_MV_cm):
    # H minus L for the whole grain; the field lowers the polar phase L
    return N * (const.k * s * (T0 - T)
                + volume_SI * P_SI * field_MV_cm * 1e8)


field_shift = field_energy_meV(field) / (s * k_meV)
field_root = brentq(lambda T: gibbs_gap_joule(T, field) * 1e18, 500, 2000)
assert abs(field_root - T0 - field_shift) < 1e-5
field_one_width = field * width / field_shift

# Unscreened slab: relax the induced polarization q (in units of P)
chi = permittivity - 1
relaxed = minimize_scalar(lambda q: q**2 / (2 * chi) + (1 + q)**2 / 2).fun
assert abs(relaxed * 2 * permittivity - 1) < 1e-6
depol_meV = (volume_SI * P_SI**2 / (2 * const.epsilon_0 * permittivity)
             / const.e * 1e3)
depol_shift = depol_meV / (s * k_meV)

# Film of grains with Gaussian scatter of the transition enthalpy
scatter_meV = 1.0
z = np.linspace(-6, 6, 6001)
gauss = np.exp(-z**2 / 2)
gauss /= gauss.sum()


def film_fraction(T):
    log_odds = N * (s * (1 - T0 / T) - scatter_meV * z / (k_meV * T))
    return float(np.sum(gauss * expit(log_odds)))


f10, f90 = crossings(film_fraction)
film_width = f90 - f10
scatter_T0 = scatter_meV / (s * k_meV)
logistic_sd = np.pi / np.sqrt(3) * T0 / (N * s)
gauss_1090 = 2 * 1.2815515655446004
assert abs(film_width / (gauss_1090 * np.hypot(scatter_T0, logistic_sd))
           - 1) < 0.03

# Mixed grain: sphere cut by one flat wall at relative height u
layers = 16
heights = np.arange(layers + 1) / layers


def cap_fraction(u):
    return 3 * u**2 - 2 * u**3


radius = diameter / 2
for u_test in (0.2, 0.5, 0.7):
    cap = quad(lambda y: np.pi * (radius**2 - (y - radius)**2),
               0, u_test * diameter)[0]
    assert abs(cap / (N * unit_volume) - cap_fraction(u_test)) < 1e-9


def path_free_energy(u, T, wall):
    # in units of kT; wall energy in eV/nm^2
    area = np.pi * diameter**2 * u * (1 - u)
    return (wall * area * 1e3 / (k_meV * T)
            - N * s * (1 - T0 / T) * cap_fraction(u))


def mixed_fraction(T, wall):
    F = path_free_energy(heights, T, wall)
    weight = np.exp(-(F - F.min()))
    return float(np.sum(weight * cap_fraction(heights)) / weight.sum())


def mixed_width(wall):
    a, b = crossings(lambda T: mixed_fraction(T, wall))
    return b - a


walls = (0.2, 0.5)
free_wall_width = mixed_width(0.0)
wall_widths = [mixed_width(w) for w in walls]
assert free_wall_width > 2 * width
assert all(abs(w / width - 1) < 0.02 for w in wall_widths)

# Kinetics on the same path: barrier, and mean first-passage time of a walk
attempt_rate = 1e13       # 1/s
hold_time = 100.0         # s
fine = np.linspace(0, 1, 20001)


def barrier(T, wall):
    return float(np.max(path_free_energy(fine, T, wall)))


def passage_time(T, wall):
    F = [mp.mpf(float(v)) for v in path_free_energy(heights, T, wall)]
    A = mp.zeros(layers)
    for j in range(layers):
        up = min(mp.mpf(1), mp.exp(F[j] - F[j + 1]))
        A[j, j] += up
        if j + 1 < layers:
            A[j, j + 1] -= up
        if j > 0:
            down = min(mp.mpf(1), mp.exp(F[j] - F[j - 1]))
            A[j, j] += down
            A[j, j - 1] -= down
    times = mp.lu_solve(A, mp.ones(layers, 1))
    return float(times[0]) / attempt_rate


barriers = [barrier(T0, w) for w in walls]
times = [passage_time(T0, w) for w in walls]
for b, t in zip(barriers, times):
    assert 0.1 < t * attempt_rate / np.exp(b) < 10
T_super = brentq(lambda T: barrier(T, walls[1])
                 - np.log(attempt_rate * hold_time), T0, 1600)
time_super = passage_time(T_super, walls[1])
assert 0.1 < time_super / hold_time < 10

# Temperature of use and a slightly smaller grain
T_use = 358.0
log10_use = N * s * (1 - T0 / T_use) / np.log(10)
small_N = N * 0.9**3
s10, s90 = crossings(lambda T: two_state(T, small_N))
assert abs(s90 - s10 - width_formula(small_N)) < 1e-6

print(f"formula units in grain: {N}")
print(f"entropy per unit: {s} kB")
print(f"equal-free-energy temperature T0: {T0:.0f} K")
print(f"entropy of grain: {N*s:.0f} kB")
print(f"ln 9: {ln9:.4f}")
print(f"x = ln9/(N s): {ln9/(N*s):.6f}")
print(f"latent energy per unit: {s*k_meV*T0:.2f} meV")
print(f"latent energy of grain: {N*s*k_meV*T0/1e3:.2f} eV")
print(f"kB T0: {k_meV*T0:.2f} meV")
print(f"T10: {t10:.3f} K")
print(f"T90: {t90:.3f} K")
print(f"10-90 width: {width:.3f} K")
print(f"small-x width: {2*T0*ln9/(N*s):.3f} K")
print(f"midpoint slope: {slope:.4f} per K")
print(f"tangent estimate of width: {0.8/slope:.2f} K")
print(f"oscillator quantum in L: {mode_L:.2f} meV")
print(f"oscillator quantum in H: {mode_H:.2f} meV")
print(f"width from oscillator sums: {width_micro:.3f} K")
print(f"single-unit high-T limit of p: {single_limit:.3f}")
print(f"least units to reach 90 percent: {min_units}")
print(f"variants polar, tetragonal: {variants_polar}, {variants_tetragonal}")
print(f"midpoint shift by variants: {mid_shift:.2f} K")
print(f"width with variants: {d90-d10:.3f} K")
print(f"heat-capacity difference tried: {delta_cp} kB per unit")
print(f"width with that difference: {c90-c10:.3f} K")
print(f"unit volume (rough): {unit_volume} nm^3")
print(f"grain diameter: {diameter:.2f} nm")
print(f"width at 0.9 of diameter: {s90-s10:.2f} K")
print(f"polarization (rough): {polarization:.0f} uC/cm^2")
print(f"field tried: {field:.1f} MV/cm")
print(f"field energy per unit: {field_energy_meV(field):.2f} meV")
print(f"T0 shift by field: {field_shift:.1f} K")
print(f"field shifting T0 by one width: {field_one_width:.3f} MV/cm")
print(f"background permittivity (rough): {permittivity:.0f}")
print(f"unscreened depolarization energy: {depol_meV:.1f} meV per unit")
print(f"unscreened depolarization shift: -{depol_shift:.0f} K")
print(f"enthalpy scatter, std: {scatter_meV:.1f} meV per unit")
print(f"T0 scatter, std: {scatter_T0:.1f} K")
print(f"film 10-90 width: {film_width:.1f} K")
print(f"layers in wall model: {layers}")
print(f"width with free wall: {free_wall_width:.1f} K")
for w, ww, b, t in zip(walls, wall_widths, barriers, times):
    print(f"wall energy tried: {w} eV/nm^2")
    print(f"  equilibrium width: {ww:.3f} K")
    print(f"  barrier at T0: {b*k_meV*T0/1e3:.2f} eV = {b:.1f} kB T0")
    print(f"  mean crossing time at T0: {t:.1e} s")
print(f"attempt rate tried: {attempt_rate:.0e} per s")
print(f"hold time: {hold_time:.0f} s")
print(f"superheating, costly wall: {T_super-T0:.0f} K")
print(f"crossing time when superheated: {time_super:.0f} s")
print(f"temperature of use: {T_use:.0f} K")
print(f"log10 of H population in use: {log10_use:.0f}")
print("no test failed")
```

Output:

```
formula units in grain: 1000
entropy per unit: 0.5 kB
equal-free-energy temperature T0: 1000 K
entropy of grain: 500 kB
ln 9: 2.1972
x = ln9/(N s): 0.004394
latent energy per unit: 43.09 meV
latent energy of grain: 43.09 eV
kB T0: 86.17 meV
T10: 995.625 K
T90: 1004.414 K
10-90 width: 8.789 K
small-x width: 8.789 K
midpoint slope: 0.1250 per K
tangent estimate of width: 6.40 K
oscillator quantum in L: 30.00 meV
oscillator quantum in H: 18.14 meV
width from oscillator sums: 8.789 K
single-unit high-T limit of p: 0.622
least units to reach 90 percent: 5
variants polar, tetragonal: 48, 6
midpoint shift by variants: 4.18 K
width with variants: 8.863 K
heat-capacity difference tried: 0.5 kB per unit
width with that difference: 8.789 K
unit volume (rough): 0.033 nm^3
grain diameter: 3.98 nm
width at 0.9 of diameter: 12.06 K
polarization (rough): 20 uC/cm^2
field tried: 1.0 MV/cm
field energy per unit: 4.12 meV
T0 shift by field: 95.6 K
field shifting T0 by one width: 0.092 MV/cm
background permittivity (rough): 30
unscreened depolarization energy: 15.5 meV per unit
unscreened depolarization shift: -360 K
enthalpy scatter, std: 1.0 meV per unit
T0 scatter, std: 23.2 K
film 10-90 width: 60.2 K
layers in wall model: 16
width with free wall: 21.6 K
wall energy tried: 0.2 eV/nm^2
  equilibrium width: 8.790 K
  barrier at T0: 2.49 eV = 28.9 kB T0
  mean crossing time at T0: 1.3e+00 s
wall energy tried: 0.5 eV/nm^2
  equilibrium width: 8.789 K
  barrier at T0: 6.22 eV = 72.2 kB T0
  mean crossing time at T0: 5.9e+18 s
attempt rate tried: 1e+13 per s
hold time: 100 s
superheating, costly wall: 183 K
crossing time when superheated: 250 s
temperature of use: 358 K
log10 of H population in use: -389
no test failed
```
